Critical length for spinodal separation in a closed electrode particle

**Q.** A lithium compound whose free energy curves downward should split into lithium-rich and lithium-poor regions. Why should making the particle small prevent that?

**A.** Because a composition wave must fit inside the particle, and a short wave costs gradient energy. Let c be the fraction of lithium sites filled, f(c) the free energy per volume of uniform material, and κ > 0 a constant gradient coefficient. The free energy is

F = ∫ [f(c) + (κ/2)|∇c|²] dV.

This is a mean-field continuum model, with no elastic strain for now. The algebra contains no ħ. In atomic units f is in hartree/bohr³ and κ in hartree/bohr; nothing else changes.

**Q.** Suppose no lithium crosses the particle's surface. What does that require there? A boundary condition on lithium current is not obviously one on composition.

**A.** It is not, and two conditions are needed. Change c by a small v and integrate the gradient term by parts:

δF = ∫ [f'(c)v + κ∇c·∇v] dV
= ∫ [f'(c) − κ∇²c] v dV + ∮ κ(∂c/∂n) v dS.

The bracket in the last line is the diffusion potential μ = f'(c) − κ∇²c. With mobility M > 0 the flux is −M∇μ, so a closed surface requires ∂μ/∂n = 0. I also assume that the surface energy does not depend on c. The surface term must then vanish by itself, which gives ∂c/∂n = 0. With both conditions a uniform composition c0 is an equilibrium state.

**Q.** An equilibrium, but is it stable?

**A.** Put c = c0 + u. The particle is closed, so ∫u dV = 0. Expand f to second order:

F[c0 + u] − F[c0] = f'(c0)∫u dV + ½∫ [f''u² + κ|∇u|²] dV.

The first term vanishes by conservation of lithium. Here and below f'' without an argument means f''(c0), and it is negative in the case of interest.

Let composition vary along x only, from 0 to L, with cross-section A. The functions that satisfy ∂u/∂x = 0 at both ends are

u = Σ aₙ cos(nπx/L), n = 1, 2, 3, …

The term n = 0 is missing because it would change the total lithium. Different cosines are orthogonal, as are their derivatives, and for n ≥ 1 the squared cosine or sine integrates to L/2. Hence

F[c0 + u] − F[c0] = (AL/4) Σ [f'' + κn²π²/L²] aₙ².

The smallest bracket belongs to n = 1, half a wavelength across the particle. All brackets are positive if κπ²/L² > −f'', that is, if

L < Lc = π√(κ/−f'').

Above Lc the n = 1 wave lowers the energy. At Lc its quadratic cost is zero and higher orders decide.

**Q.** The usual wavelength at the spinodal threshold is 2π√(κ/−f''). Have you lost a factor of two?

**A.** The threshold wave number q = √(−f''/κ) is the same. A periodic box must hold a whole wavelength, L = 2π/q. A closed particle needs half of one, L = π/q, with one end rich and the other poor.

**Q.** Energy is one thing. Does diffusion respect the same length?

**A.** Yes. Conservation gives ∂c/∂t = M∇²μ. For a small wave u = a(t)cos(qx), ∇² acts as −q², so μ changes by (f'' + κq²)u and

da/dt = s a, s = −Mq²(f'' + κq²).

With q = π/L the rate s is negative below Lc and positive above it. The mobility sets how fast the wave decays or grows, not the length at which the sign changes.

**Q.** Real particles are not rods with variation in one direction.

**A.** In a box with sides L₁, L₂, L₃ the modes are products of three cosines, with

q² = π²(n₁²/L₁² + n₂²/L₂² + n₃²/L₃²).

The smallest nonzero value is π²/Lmax², so the longest side must be below Lc. A thin plate with wide faces is not protected by its thickness, because it can separate sideways, provided lithium can move sideways. The sideways growth rate is proportional to the sideways mobility, which is small in a compound such as lithium iron phosphate, where lithium moves mainly along one axis. If κ differs along the three axes, the softest wave along axis i has stiffness f'' + κᵢπ²/Lᵢ², and each side must satisfy Lᵢ < π√(κᵢ/−f'').

For a sphere of radius R the modes are jₗ(kr) times a spherical harmonic, with jₗ'(kR) = 0. At l = 1, j₁(z) = sin z/z² − cos z/z, and

j₁'(z) = 2cos z/z² − 2sin z/z³ + sin z/z = 0.

Multiplication by z³ gives 2z cos z + (z² − 2)sin z = 0, whose first positive root is z = 2.0816.

This is the lowest mode. For l ≥ 1 the value of k² is the minimum of

∫ [(du/dr)² + l(l+1)u²/r²] r²dr / ∫ u²r²dr,

which rises with l for every trial function. For l = 0, after the forbidden constant, the condition is j₁(z) = 0, or tan z = z. Its first positive root lies above π, since tan z > z on (0, π/2) and tan z < 0 on (π/2, π). The critical diameter is therefore

Dc = 2 × 2.0816 √(κ/−f'') ≈ 1.33 Lc.

**Q.** You have treated small waves. Could a large fluctuation still separate a particle shorter than Lc?

**A.** For some compositions, yes; an example follows below. Lc marks the loss of resistance to infinitesimal waves. A stronger condition is sufficient to exclude every separated state. Let f''min be the most negative curvature at any composition, and define

Lg = π√(κ/−f''min).

At an arbitrary profile c(x), take a change v with ∫v dV = 0. The cosine expansion gives ∫|∇v|² dV ≥ (π²/L²)∫v² dV, so

∫ [f''(c)v² + κ|∇v|²] dV ≥ (f''min + κπ²/L²) ∫v² dV.

For L < Lg the right side is positive for every nonzero v. F is then strictly convex on the set of profiles with the given lithium content, and a strictly convex function has at most one stationary point there. The uniform state is stationary, so it is the unique minimum and no separated state exists, not even a metastable one. Since f''(c0) ≥ f''min, Lg never exceeds Lc, and the two agree if c0 is the composition of strongest negative curvature.

**Q.** And between Lg and Lc?

**A.** There the answer depends on f. Near Lc one can expand in the wave amplitude. Let θ = πx/L, q = π/L and

u = a cos θ + b cos 2θ,

with b of order a². The averages needed are

⟨u²⟩ = (a² + b²)/2,
⟨|∇u|²⟩ = q²(a² + 4b²)/2,
⟨u³⟩ = 3a²b⟨cos²θ cos 2θ⟩ = 3a²b/4,
⟨u⁴⟩ ≈ a⁴⟨cos⁴θ⟩ = 3a⁴/8.

Dividing them by 2, 2, 6 and 24 respectively, with their coefficients, gives the energy change per volume:

Δ = (f'' + κq²)a²/4 + (f'' + 4κq²)b²/4 + f'''a²b/8 + f''''a⁴/64.

A third harmonic would have amplitude of order a³ and enter at order a⁶. At onset κq² = |f''|, so the coefficient of b² is 3|f''|/4. Setting the derivative with respect to b to zero,

3|f''|b/2 + f'''a²/8 = 0, b = −f'''a²/(12|f''|).

At this minimum the two b terms add up to half the linear one, f'''a²b/16 = −f'''²a⁴/(192|f''|). Therefore

Δ = (f'' + κq²)a²/4 + G a⁴, G = (3f'''' − f'''²/|f''|)/192.

If G > 0, the separated state grows continuously from zero amplitude just above Lc. Setting dΔ/da = 0 gives

a² = −(f'' + κq²)/(8G).

If G < 0, some wave has lower energy than the uniform state already at Lc. The energy of a given profile, stretched to fit, varies continuously with L, so the same is true slightly below Lc. The uniform state is then metastable. A positive G does not exclude a distant separated state of lower energy; below Lg convexity does.

**Q.** Put numbers to it. What is f?

**A.** Take the regular solution, with n lithium sites per volume and interaction energy Ω:

f = n{kT[c ln c + (1−c)ln(1−c)] + Ωc(1−c)}.

Two derivatives give

f' = n{kT ln[c/(1−c)] + Ω(1−2c)},
f'' = n{kT/[c(1−c)] − 2Ω}.

The entropy term is smallest at c = 1/2, so f'' is most negative there and Lc = Lg for a half-filled particle. I use rough values in the regime of lithium iron phosphate: Ω = 0.12 eV, n = 14 nm⁻³, κ = 3 eV/nm and T = 300 K, where kT = 0.02585 eV. At c0 = 1/2

f'' = 14 × (4 × 0.02585 − 2 × 0.12) = −1.912 eV/nm³,
√(−f''/κ) = √(1.912/3) = 0.798 nm⁻¹,
Lc = π√(3/1.912) = 3.935 nm, or 39.35 Å.

The inputs justify "about 4 nm"; I keep further digits to compare calculations. Diagonalizing the energy's second variation on a grid gives 3.935 nm, in agreement. A periodic box gives 7.869 nm, twice as much. The critical sphere diameter is 5.21 nm.

**Q.** Does the nonlinear diffusion equation really change behaviour there?

**A.** Integrated on 40 cells from a wave of small amplitude, it gives s/M = −0.3519 eV/nm⁵ at L = 0.9 Lc and +0.1752 eV/nm⁵ at 1.1 Lc. The formula gives −0.3530 and +0.1748. The first difference, 0.3% of the formula's value, is what the grid should produce. A grid lowers q² by the fraction (π/40)²/12 ≈ 0.0005. This is magnified because s contains the small difference between κq² and |f''|.

At 1.05 Lc the energy minimum found from a small wave already spans compositions 0.189 to 0.811. The onset is continuous, but steep in L.

**Q.** Half filling is the favourable case. What happens near the edge of the spinodal?

**A.** The edge is where f'' = 0, or c(1−c) = kT/(2Ω), which gives c = 0.123 on the lithium-poor side. For the sign of G one needs

f''' = nkT[1/(1−c)² − 1/c²],
f'''' = 2nkT[1/c³ + 1/(1−c)³].

At c = 1/2, f''' = 0 and G > 0. Towards the edge |f''| tends to zero while f''' does not, so G becomes negative. The change occurs at c = 0.1425.

On the continuous side, at c0 = 0.2 and L = 1.002 times the Lc of that composition, full energy minimization gives a first-harmonic amplitude of 0.02234; the formula gives 0.02236.

On the other side, at c0 = 0.125, Lc is 24.1 nm. I take a particle of 21.7 nm, safely below it. The uniform state resists every small wave, yet a separated state running from 0.011 to 0.970 lies lower by 0.378 eV per nm² of cross-section. So "below Lc it cannot separate" would be false here; "below Lc it does not separate spontaneously by small waves" is true. How long the metastable state lasts is a question of barrier and rate, which I have not calculated.

**Q.** An electrode particle exists to exchange lithium. Does closing it not remove the physics of interest?

**A.** It restricts the result severely. A particle held at the fixed potential of a reservoir may change its mean composition. The n = 0 wave returns, with stiffness f'' alone: −1.912 eV/nm³ in the example, whatever the size. The uniform state is then unstable at any length. If lithium crosses the surface slowly compared with its diffusion inside, a particle shorter than Lc fills or empties nearly evenly in the example; a much longer one can also separate internally on the way.

The same happens between particles. Let two equal particles of volume V exchange lithium only with each other, so that their compositions become c0 + δ and c0 − δ. To second order the energy changes by

V[f(c0+δ) + f(c0−δ) − 2f(c0)] = V f''δ² < 0.

Each may be too short to separate internally, yet the pair separates into one rich and one poor particle. Small size suppresses the internal boundary, not the thermodynamic drive.

**Q.** Lithium also swells the lattice. Surely strain changes the answer.

**A.** It depends on whether the particle can bend. Let full lithiation stretch the two directions across x by ε₁ and ε₂, and take isotropic elasticity with Young modulus E and Poisson ratio ν. First hold the layers flat, leaving their common size free to adjust. A layer with excess u then carries elastic strains e₁ = −ε₁u and e₂ = −ε₂u, with no stress along x. Hooke's law, Ee₁ = σ₁ − νσ₂ and Ee₂ = σ₂ − νσ₁, gives

σ₁ = E(e₁ + νe₂)/(1−ν²), σ₂ = E(e₂ + νe₁)/(1−ν²).

The energy density ½(σ₁e₁ + σ₂e₂) equals ½Bu², with

B = E(ε₁² + ε₂² + 2νε₁ε₂)/(1−ν²).

Strain thus replaces f'' by f'' + B. With rough values E = 120 GPa, ν = 0.3 and ε₁ = ε₂ = 0.02, B = 0.856 eV/nm³ and the critical length rises to 5.29 nm. With a misfit of 0.05 along one axis, B = 2.058 eV/nm³ and f'' + B = +0.145 eV/nm³. With these inputs, layers of this orientation held flat have no spinodal at any length. The margin is thin: the sign changes if E is below about 112 GPa or the misfit below about 0.048.

**Q.** And if nothing holds it flat?

**A.** Then most of the strain energy can be avoided. Measure s = x − L/2 from the middle. A composition change u = βs fits the displacement

U_y = βε₁sy, U_z = βε₂sz, U_x = h(s) − β(ε₁y² + ε₂z²)/2.

The transverse strains are the wanted βε₁s and βε₂s. The shear ∂U_y/∂s + ∂U_x/∂y = βε₁y − βε₁y vanishes, and so does the one with z. Choosing h(s) removes the stress along x, so the linear part of u costs nothing.

The share of cos(πx/L) that is linear in s follows from

∫ s cos(πx/L) dx = −2L²/π², ∫ s² dx = L³/12, ∫ cos²(πx/L) dx = L/2,

share = (4L⁴/π⁴)/(L⁴/24) = 96/π⁴ = 0.9855.

A fraction 0.0145 of the flat-layer energy remains. The displacement is a trial one for a free prism, so the true elastic energy is no larger. It is also not negative, so strain cannot lower the critical length. With the composition profile allowed to adjust, the length is at most 3.95 nm for the equal misfit and 3.97 nm for the one-axis misfit. For waves along x, coherency strain therefore raises the critical length of a particle held flat by its surroundings and hardly changes that of a free one, within small-strain isotropic elasticity.

**Q.** You assumed a surface indifferent to lithium. What if it is not?

**A.** Then the uniform starting state itself is lost. If the surface energy rises with c at slope γ', minimization gives κ∂u/∂n = −γ'. Inside, constant μ requires f''u − κu'' = constant. With qc = √(−f''/κ), the solution symmetric about the middle is u = A₀cos(qc s) + constant, and the end condition gives

κA₀qc sin(qcL/2) = γ'.

The centre exceeds the surface by A₀[1 − cos(qcL/2)], or

γ' tan(qcL/4)/(κqc).

For an assumed slope of 0.1 J/m² per unit c and L = 0.8 Lc = 3.15 nm, this is 0.19. With such a slope the starting state is clearly not uniform, and Lc does not apply as it stands; the resulting shift of the stability length is not calculated here.

**Q.** At 3 nm, are heat and atoms not already visible?

**A.** Both are. In a cube of side L = 0.8 Lc, each of the three softest waves has energy L³(f'' + κπ²/L²)a²/4. Setting its thermal mean to kT/2 gives

⟨a²⟩ = 2kT/[L³(f'' + κπ²/L²)],

an rms amplitude of 0.039. "Uniform" means uniform on average, with fluctuations that grow as L approaches Lc.

The mean site spacing is d = 0.415 nm, so Lc spans about 9.5 sites. On a chain, the second difference replaces q² by (4/d²)sin²(qd/2). Setting κ times this equal to −f'' with q = π/L gives

L = πd/[2 arcsin(qc d/2)] = 3.92 nm,

0.5% below the continuum value. Temperature matters more: at 350 K, with the other parameters fixed, Lc is 4.21 nm, and f'' at half filling reaches zero at T = Ω/(2k) = 696 K. That is the mean-field limit of this model, not a claim about the compound.

**Q.** So should a battery maker aim for 4 nm particles?

**A.** Not on this evidence. Lithium iron phosphate does form lithium-rich and lithium-poor phases, but its cathode particles are, roughly, tens to hundreds of nanometres across, far above the length found here. The parameters have the right order of magnitude, but κ is poorly known; Lc varies as √κ, so doubling κ multiplies it by 1.41. A working electrode breaks the closed-particle assumption first, and for a particle open to a reservoir no length protects the mean composition, though a short particle still resists an internal boundary. For waves along x, holding the layers flat moves the number to about 5.3 nm for the equal misfit and removes the instability for the larger, one-axis misfit; in that one-axis case a wave along the misfit axis has no misfit across it and is not hindered. Both misfit cases are illustrations: the real compound changes length along all three axes, so flat layers normal to any crystal axis carry some strain cost. Charge effects are not included.

The design rule is conditional: a half-filled, box-shaped particle that exchanges no lithium during the time of interest, has a surface indifferent to composition and obeys this free energy stays internally uniform if its longest side is below π√(κ/−f''). For other shapes the side is not the measure: a prism whose cross-section is a 60° rhombus can separate along the long diagonal once the rhombus side exceeds about 0.85 of this length. Away from half filling, the same formula guarantees stability against small waves only; near the edge of the spinodal a separated state can have lower energy. The numerical output follows.

Table of computed values

```
Input interaction omega: 0.12 eV
Input site density n: 14 nm^-3
Input gradient coefficient kappa: 3.0 eV/nm
Input temperature: 300 K; kT: 0.02585 eV
Curvature f'' at c0=0.5: -1.9123 eV/nm^3
Critical wave number: 0.7984 nm^-1
Critical length Lc, formula: 3.9349 nm
Critical length Lc, converted: 39.35 angstrom
Critical length, diagonalization: 3.9348 nm
Critical length, periodic box: 7.8693 nm
Open particle, L=0.5 Lc, stiffness: -1.9123 eV/nm^3
Rate/M at L=0.9 Lc, simulated: -0.3519 eV/nm^5
Rate/M at L=0.9 Lc, formula: -0.3530 eV/nm^5
Rate/M at L=1.1 Lc, simulated: 0.1752 eV/nm^5
Rate/M at L=1.1 Lc, formula: 0.1748 eV/nm^5
Sphere root qR: 2.0816 (dimensionless)
Critical sphere diameter: 5.2144 nm
At 1.05 Lc, c0=0.5, composition range: 0.189 to 0.811
Lower spinodal composition: 0.1228
Onset discontinuous below composition: 0.1425
Onset amplitude, c0=0.2, L=1.002 Lc(c0), minimized: 0.02234
Onset amplitude, same case, formula: 0.02236
Near edge c0=0.125: Lc(c0) = 24.11 nm
Near edge: chosen length 21.70 nm
Near edge: separated minus uniform -0.3778 eV/nm^2
Near edge: separated range 0.011 to 0.970
Rough Young modulus: 120 GPa; Poisson ratio: 0.3
Equal misfit 0.02: strain term B 0.856 eV/nm^3
Equal misfit, held flat: critical length 5.294 nm
One-axis misfit 0.05: B 2.058 eV/nm^3
One-axis misfit, held flat: f''+B 0.145 eV/nm^3
Strain energy fraction left after bending: 0.0145
Free to bend, equal misfit: length at most 3.947 nm
Free to bend, one-axis misfit: length at most 3.963 nm
Small test particle, 0.8 Lc: 3.148 nm
Assumed surface-energy slope: 0.1 J/m^2 per unit c
Centre minus surface composition from it: 0.189
Thermal rms wave amplitude, cube 0.8 Lc: 0.0393
Same by Boltzmann quadrature: 0.0391
Mean site spacing: 0.415 nm; Lc/spacing: 9.48
Critical length with lattice steps: 3.9168 nm
Critical length at 350 K: 4.2094 nm
Spinodal vanishes above: 696 K
```
